\section*{Field magnitude from two nitrogen-vacancy resonances at unknown field direction}

\section*{The problem}

A single negatively charged nitrogen-vacancy centre in diamond sits in a static magnetic field of unknown magnitude and direction. Its ground-state zero-field splitting is known, $D=2870$ MHz, and its $g$ factor is $g=2.003$. Light prepares the centre in the level that has more than half its weight on the spin state $|0\rangle$. Two microwave resonances start from that level:
\begin{equation}
f_1=2736.9\ \text{MHz},\qquad f_2=3058.0\ \text{MHz}.
\end{equation}
Strain and coupling to nuclear spins are neglected. What is the field magnitude $B$?

The ground state is a spin triplet, $S=1$. Let $z$ be the symmetry axis of the centre, and measure energies as frequencies by dividing by Planck's constant $h$. The Hamiltonian is then
\begin{equation}
H=D S_z^2+\mathbf b\cdot\mathbf S,\qquad \mathbf b=\gamma\mathbf B,\qquad
\gamma=\frac{g\mu_B}{h}=28.03\ \text{MHz/mT}.
\label{eq:H}
\end{equation}
The spin matrices are dimensionless, $\mu_B$ is the Bohr magneton, and $g$ is taken to be the same in all directions. The vector $\mathbf b$ is the field expressed as a frequency. We write $b=|\mathbf b|$ and $b_\perp^2=b_x^2+b_y^2$.

\section*{A tempting solution}

Without a field, the states $|{+1}\rangle$ and $|{-1}\rangle$ both lie at $D$ above $|0\rangle$. A field moves one up and the other down by the Zeeman energy, so the lines should lie at $D\pm b$. Their separation is $2b$, and therefore
\begin{equation}
B\stackrel{?}{=}\frac{f_2-f_1}{2\gamma}
=\frac{3058.0-2736.9}{2\times 28.03}\ \text{mT}=5.73\ \text{mT}.
\label{eq:wrong}
\end{equation}
The zero-field splitting has dropped out, which makes the result look robust.

\section*{Where it fails}

The data contradict this solution. If the lines were at $D\pm b$, their sum would be $2D=5740.0$ MHz. The measured sum is $5794.9$ MHz. The excess of $54.9$ MHz is far larger than the rounding of the lines to $0.1$ MHz.

The fault is the assumption that the field acts on $|{\pm1}\rangle$ alone. That holds for a field along $z$, where $\mathbf b\cdot\mathbf S=b_zS_z$ is diagonal. A transverse component couples $|0\rangle$ to both $|{\pm1}\rangle$, pushes the lowest level down and changes all the spacings.

A field perpendicular to the axis shows the failure most clearly. Take $\mathbf b$ along $x$. The combination $(|{+1}\rangle-|{-1}\rangle)/\sqrt2$ is not coupled to $|0\rangle$ and stays at energy $D$. The combination $(|{+1}\rangle+|{-1}\rangle)/\sqrt2$ is coupled to $|0\rangle$ with matrix element $b$, because each of the two states contributes $b/\sqrt2$ with weight $1/\sqrt2$. The two coupled states form the block
\begin{equation}
\begin{pmatrix}0&b\\ b&D\end{pmatrix},\qquad
\text{with energies}\quad \frac D2\pm R,\qquad R=\sqrt{\frac{D^2}{4}+b^2}.
\end{equation}
Measured from the lowest level $D/2-R$, the two lines are
\begin{equation}
f_1=\frac D2+R,\qquad f_2=2R,\qquad f_2-f_1=R-\frac D2\simeq\frac{b^2}{D}\quad(b\ll D).
\label{eq:perp}
\end{equation}
The splitting is now of second order in the field. For $10$ mT perpendicular to the axis the lines lie at $2897.13$ and $2924.26$ MHz, and the rule (\ref{eq:wrong}) returns $0.48$ mT. With the magnitude held at $10$ mT it returns $10.00$ mT at $0^\circ$, $5.73$ mT at $55^\circ$ and $0.48$ mT at $90^\circ$. The splitting alone cannot give the magnitude. We need a combination of the lines that does not change when the field turns.

\section*{The right solution}

\subsection*{A quantity that ignores direction}

The trace of any power of a matrix is the sum of that power of its eigenvalues. It can therefore be evaluated from the operators, where the field appears, and from the levels, where the frequencies appear. To remove the unknown absolute position of the levels, subtract one third of the trace. Since $\mathrm{Tr}\,S_z^2=2$ and the spin matrices are traceless, $\mathrm{Tr}\,H=2D$, and
\begin{equation}
H'=H-\frac{2D}{3}=DA+V,\qquad A=S_z^2-\frac23,\qquad V=\mathbf b\cdot\mathbf S .
\end{equation}
All differences between levels are unchanged.

In the basis $|{+1}\rangle,|0\rangle,|{-1}\rangle$ the matrix $A$ is diagonal with entries $\tfrac13,-\tfrac23,\tfrac13$, so
\begin{equation}
\mathrm{Tr}\,A^2=\frac19+\frac49+\frac19=\frac23 .
\end{equation}
The diagonal entries of $V$ are $b_z,0,-b_z$. With the equal first and last entries of $A$ this gives $\mathrm{Tr}(AV)=\tfrac13b_z-\tfrac13b_z=0$. Finally, $V$ is $b$ times the spin component along the field. Its eigenvalues are $b,0,-b$ whatever that direction is, and $\mathrm{Tr}\,V^2=2b^2$. Hence
\begin{equation}
\mathrm{Tr}\,H'^2=D^2\,\mathrm{Tr}A^2+2D\,\mathrm{Tr}(AV)+\mathrm{Tr}V^2=\frac23D^2+2b^2 .
\label{eq:tr2op}
\end{equation}

Now use the levels. Suppose that both lines start from the lowest level; this is justified below. Call its energy in $H'$ $\lambda_0$. The others are $\lambda_0+f_1$ and $\lambda_0+f_2$. The three must add to zero, so $\lambda_0=-(f_1+f_2)/3$ and
\begin{equation}
\lambda_0=-\frac{f_1+f_2}{3},\qquad
\lambda_1=\frac{2f_1-f_2}{3},\qquad
\lambda_2=\frac{2f_2-f_1}{3}.
\label{eq:levels}
\end{equation}
In the sum of squares, $f_1^2$ and $f_2^2$ each appear with coefficient $(1+4+1)/9$, and $f_1f_2$ with $(2-4-4)/9$:
\begin{equation}
\mathrm{Tr}\,H'^2=\frac23\left(f_1^2+f_2^2-f_1f_2\right).
\label{eq:tr2lev}
\end{equation}
Equating (\ref{eq:tr2op}) and (\ref{eq:tr2lev}), multiplying by $3/2$ and solving for $b^2$ gives
\begin{equation}
\boxed{\;b^2=\frac{f_1^2+f_2^2-f_1f_2-D^2}{3},\qquad B=\frac b\gamma\;}
\label{eq:main}
\end{equation}
with the positive root, since $b$ is a magnitude. Within the Hamiltonian (\ref{eq:H}) no expansion in the field has been made.

The combination of lines has a simple meaning. Because $f_1^2+f_2^2+(f_2-f_1)^2=2(f_1^2+f_2^2-f_1f_2)$, it is half the sum of the squares of the three level spacings. Turning the field redistributes the spacings but keeps this sum fixed.

\subsection*{Two limits}

For a field along the axis with $b<D$, the lines are $D\pm b$. Then $f_1^2+f_2^2=2D^2+2b^2$ and $f_1f_2=D^2-b^2$, so the numerator of (\ref{eq:main}) is $3b^2$, as required. For a perpendicular field, (\ref{eq:perp}) gives
\begin{align}
f_1^2+f_2^2-f_1f_2
&=\left(\frac{D^2}{4}+DR+R^2\right)+4R^2-\left(DR+2R^2\right)\nonumber\\
&=\frac{D^2}{4}+3R^2=D^2+3b^2,
\end{align}
and again the numerator is $3b^2$. Diagonalization of (\ref{eq:H}) for 1500 random fields, with magnitudes from $0.01D$ to $3D$ and lines taken from the lowest level, tested the formula between these limits. The largest relative error in $b$ was $5\times10^{-13}$.

\subsection*{The numbers}

For the given lines,
\begin{align}
f_1^2+f_2^2-f_1f_2&=8\,472\,545\ \text{MHz}^2,\qquad D^2=8\,236\,900\ \text{MHz}^2,\nonumber\\
b^2&=\frac{235\,645}{3}\ \text{MHz}^2=78\,548\ \text{MHz}^2,\qquad b=280.3\ \text{MHz},
\end{align}
and so
\begin{equation}
B=\frac{280.26}{28.0345}\ \text{mT}=10.00\ \text{mT}\quad(100.0\ \text{G}).
\end{equation}
The lines were in fact generated by diagonalizing (\ref{eq:H}) for $10$ mT at $55^\circ$ to the axis and rounding to $0.1$ MHz. The tempting answer was $43\%$ below the true magnitude.

Where was the missing information? Write $f_i=D+x_i$. The terms in $D^2$ cancel, and
\begin{equation}
3b^2=D(x_1+x_2)+x_1^2+x_2^2-x_1x_2 .
\label{eq:shifts}
\end{equation}
Here $x_1=-133.1$ MHz and $x_2=188.0$ MHz. The first term is $2870\times54.9=157\,563$ MHz$^2$, two thirds of the total. It comes from the common upward shift of the lines, which the splitting discards.

\section*{Which level do the lines start from?}

The solution assumed that the prepared level is the lowest. The problem says only that this level is mostly $|0\rangle$. The two statements agree whenever $|b_z|<D$, however large the transverse field is, as we now show.

A rotation about $z$ leaves $S_z^2$ unchanged and can put the field in the $xz$ plane. Exchanging the labels $\pm1$ makes $b_z\ge0$. If $b_\perp=0$, the energies are $0$ and $D\pm b_z$, and $|0\rangle$ is lowest. Let $b_\perp>0$, and let the lowest state of $H$ have energy $E_0$ and amplitudes $c_+,c_0,c_-$. Its eigenvalue equations are
\begin{align}
(D+b_z-E_0)c_++\frac{b_\perp}{\sqrt2}c_0&=0,\qquad
(D-b_z-E_0)c_-+\frac{b_\perp}{\sqrt2}c_0=0,\nonumber\\
E_0c_0&=\frac{b_\perp}{\sqrt2}(c_++c_-).
\end{align}
Define $u=D+b_z-E_0$, $v=D-b_z-E_0$ and $a=b_\perp^2/2$. The coupled pair $|0\rangle,|{-1}\rangle$ alone has an energy below both its diagonal entries, $0$ and $D-b_z$. By the variational principle $E_0$ is no higher than that energy, so $E_0<0$ and $u\ge v>0$. The first two equations give $c_+=-b_\perp c_0/(\sqrt2u)$ and $c_-=-b_\perp c_0/(\sqrt2v)$, with $c_0\neq0$ because otherwise all amplitudes would vanish. The third becomes
\begin{equation}
-E_0=a\left(\frac1u+\frac1v\right).
\end{equation}
The ratio of the weight outside $|0\rangle$ to the weight on $|0\rangle$ is therefore
\begin{equation}
\frac{c_+^2+c_-^2}{c_0^2}=a\left(\frac1{u^2}+\frac1{v^2}\right)
\le\frac av\left(\frac1u+\frac1v\right)=\frac{-E_0}{D-b_z-E_0}<1 .
\end{equation}
The first inequality uses $1/u\le1/v$; the second uses $b_z<D$. The lowest level has more than half its weight on $|0\rangle$. The weights of $|0\rangle$ in the three levels add to one, so no other level can qualify.

Suppose instead that the prepared level were the middle one. One line would then lead down, and its frequency would enter (\ref{eq:levels}) with a minus sign. Reversing one sign reverses the product term:
\begin{equation}
b_+^2=\frac{f_1^2+f_2^2+f_1f_2-D^2}{3}.
\label{eq:plus}
\end{equation}
(If the common level were the highest, both signs would reverse and (\ref{eq:main}) would stand.) For our lines (\ref{eq:plus}) gives $b_+=2378.7$ MHz, or $84.85$ mT. But a middle level that is mostly $|0\rangle$ requires $|b_z|\ge D$, hence $b\ge D=2870$ MHz, or $102.4$ mT. This reading contradicts itself, so the data and the stated preparation settle the matter. In the actual field the lowest level has a weight of $0.994$ on $|0\rangle$.

The exclusion works when $b_+<D$; it is not available for every pair of lines. Consider $120$ mT along the axis, beyond the crossing at $102.4$ mT where $|{-1}\rangle$ passes below $|0\rangle$. The lines from $|0\rangle$ have frequencies $b-D=494$ MHz and $b+D=6234$ MHz. Formula (\ref{eq:main}) now gives $108.6$ mT, which is wrong, while (\ref{eq:plus}) gives $120.0$ mT. Since $b_+>D$, the argument above cannot choose between them. Here the weight on $|0\rangle$ can: the field inferred from (\ref{eq:main}) would leave the lowest level with a weight of only $0.35$, contrary to the stated preparation. Even this test does not settle every pair. Lines at $5976.9$ and $10047.4$ MHz fit both $170.3$ mT with a start from the lowest level and $282.7$ mT with a start from the middle one, and in each case the starting level has more than half its weight on $|0\rangle$. Such a pair needs independent information about the field.

\section*{What the two lines say about direction}

Two frequencies can fix two numbers. The second is $b_z^2$, and it follows from the cubic trace. Under the trace the factors may be permuted cyclically, so
\begin{equation}
\mathrm{Tr}\,H'^3=D^3\mathrm{Tr}A^3+3D^2\mathrm{Tr}(A^2V)+3D\,\mathrm{Tr}(AV^2)+\mathrm{Tr}V^3 .
\end{equation}
The first trace is $\mathrm{Tr}A^3=(1-8+1)/27=-2/9$. The second vanishes for the same reason as $\mathrm{Tr}(AV)$, and the last because the eigenvalues of $V$ are $b,0,-b$. The diagonal entries of $V^2$ are $b_z^2+b_\perp^2/2$, $b_\perp^2$ and $b_z^2+b_\perp^2/2$, which gives
\begin{equation}
\mathrm{Tr}(AV^2)=\frac23\left(b_z^2+\frac{b_\perp^2}{2}\right)-\frac23b_\perp^2
=\frac23b_z^2-\frac13b_\perp^2=b_z^2-\frac{b^2}{3}.
\end{equation}
On the side of the levels, three numbers that add to zero have cubes that add to three times their product. With (\ref{eq:levels}),
\begin{equation}
-\frac{(f_1+f_2)(2f_1-f_2)(2f_2-f_1)}{9}=-\frac{2D^3}{9}+D(3b_z^2-b^2).
\end{equation}
Solving for $b_z^2$,
\begin{equation}
b_z^2=\frac{b^2}{3}+\frac{2D^2}{27}-\frac{(f_1+f_2)(2f_1-f_2)(2f_2-f_1)}{27D}.
\end{equation}
For our lines $b_z^2=25\,856$ MHz$^2$, so $\cos\theta=\sqrt{25\,856/78\,548}=0.574$ and $\theta=55.0^\circ$. The supplementary angle $125.0^\circ$ fits equally well, since only $b_z^2$ is known. The azimuth does not enter either trace and stays undetermined. The result also provides a consistency check: a pair of lines that gives $b^2<0$, or $b_z^2$ outside the interval from $0$ to $b^2$, by more than the errors of the lines allow, does not fit the assumed model, starting level and value of $D$. For a field nearly along the axis or nearly perpendicular to it, small errors in the lines or in $D$ can push $b_z^2$ slightly outside the interval.

\section*{How far the answer can be trusted}

Differentiating $3b^2=f_1^2+f_2^2-f_1f_2-D^2$ and dividing by $6b$ gives the effect of small errors in the inserted values:
\begin{align}
\delta b&=\frac{(2f_1-f_2)\,\delta f_1+(2f_2-f_1)\,\delta f_2-2D\,\delta D}{6b}\nonumber\\
&=1.44\,\delta f_1+2.01\,\delta f_2-3.41\,\delta D .
\label{eq:err}
\end{align}
Rounding each line by at most $0.05$ MHz can shift $B$ by up to $0.05\times(1.44+2.01)/28.03=0.006$ mT, to first order. The coefficient of $\delta D$ is $-D/(3b)$. An error in the zero-field splitting therefore matters more as the field becomes weaker, the price of using the common shift in (\ref{eq:shifts}).

Strain transverse to the axis can be included in the trace. Add $E(S_x^2-S_y^2)$, which couples $|{+1}\rangle$ and $|{-1}\rangle$ with matrix element $E$. Neither $A$ nor $V$ has an element between these states, so the cross terms have no trace. The square contributes $2E^2$ to (\ref{eq:tr2op}), and formula (\ref{eq:main}) returns
\begin{equation}
b_{\rm inferred}^2=b^2+E^2
\end{equation}
for every field direction. At zero field, strain thus imitates a field $E/\gamma$; when $b\gg E$ the excess in $b$ is only about $E^2/(2b)$.

The chosen $D$ and $g$ are rough typical values for a centre in diamond at room temperature. Real centres depart from the model in several ways, which can be sized by adding each effect to the Hamiltonian and applying (\ref{eq:main}) to the resulting lines. The field is held at $10$ mT and $55^\circ$, and the parameters are again rough.
\begin{itemize}
\item Warming by $10$ K, with $D$ falling by $0.074$ MHz/K, changes the answer by $-0.09$ mT if the old $D$ is kept.
\item Transverse strain with $E=5$ MHz adds $0.002$ mT. At zero field the same strain would appear as $0.18$ mT.
\item A nitrogen-15 nucleus, with assumed couplings of $3.0$ MHz along the axis and $3.65$ MHz across it, splits the levels into pairs. Using the centres of the pairs leaves an error of $0.0004$ mT. Reading both lines $1.5$ MHz too high, half the axial coupling, adds $0.18$ mT. This shift is only representative: in the tilted field each line has four strong components, near $\pm1.2$ and $\pm1.8$ MHz, and taking the highest of both adds about $0.22$ mT. Most natural centres carry nitrogen-14 instead; with rough couplings of $-2.14$ and $-2.70$ MHz and a quadrupole term of $-4.95$ MHz each line becomes a triplet spaced by about $2.1$ MHz, and taking the highest component of both adds about $0.26$ mT.
\item An axial $g$ factor larger than the transverse one by $0.001$ adds $0.002$ mT.
\end{itemize}
For this field the assumptions that need most care are thus a known $D$ at the actual temperature and a correct reading of the line centres. For the shifts considered above, these move the answer by one to three per cent. Axial strain acts as a change of $D$ and enters through (\ref{eq:err}); strain terms that couple $|0\rangle$ to $|{\pm1}\rangle$ are not included in these estimates. Most of the values quoted here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
zero-field splitting D = 2870.0 MHz
g factor = 2.003
gamma = 28.0345 MHz/mT
lower line f1 = 2736.9 MHz
upper line f2 = 3058.0 MHz
f1^2 + f2^2 - f1 f2 = 8472545.41 MHz^2
D^2 = 8236900.00 MHz^2
b^2 = 78548.47 MHz^2
b = 280.26 MHz
recovered field B = 9.997 mT
recovered field B = 99.97 G
bz^2 = 25856.4 MHz^2
recovered angle to axis = 54.99 deg
hidden field = 10.0 mT
hidden angle = 55.0 deg
weight of |0> in lowest level = 0.9937
middle-level reading: b = 2378.7 MHz
middle-level reading: B = 84.85 mT
aligned crossing field D/gamma = 102.37 mT
half splitting / gamma = 5.727 mT
same 10 mT field at other angles:
 0 deg: f1 = 2589.66 MHz, f2 = 3150.34 MHz, half splitting/gamma = 10.000 mT, recovered B = 10.000 mT
 55 deg: f1 = 2736.92 MHz, f2 = 3058.02 MHz, half splitting/gamma = 5.727 mT, recovered B = 10.000 mT
 90 deg: f1 = 2897.13 MHz, f2 = 2924.26 MHz, half splitting/gamma = 0.484 mT, recovered B = 10.000 mT
db/df1 = 1.437 (no unit)
db/df2 = 2.009 (no unit)
db/dD = -3.413 (no unit)
largest error from 0.05 MHz line rounding = 0.0061 mT
rough dD/dT = -0.074 MHz/K, warming = 10 K
bias from warming, diagonalized = -0.0905 mT
bias from warming, linear formula = -0.0901 mT
rough transverse strain E = 5.0 MHz
bias from strain = 0.00159 mT
false field from strain at B = 0: 0.1784 mT
rough 15N coupling: parallel 3.00 MHz, transverse 3.65 MHz
bias from hyperfine, line centres used = 0.000421 mT
bias if both lines read 1.50 MHz high = 0.1827 mT
g difference parallel - transverse = 0.001
bias from g anisotropy = 0.00164 mT
aligned field above crossing = 120.0 mT
 lines from |0>: 494.14 MHz and 6234.14 MHz
 lowest-level formula gives 108.57 mT (wrong)
 middle-level formula gives 120.00 mT
worst relative error over random fields = 4.6e-13
smallest |0> weight found for |bz| < D = 0.5150
\end{verbatim}
